# Energy barrier for ten-year magnetic retention

## The problem

A magnetic memory bit has two stable directions of magnetization, "up" and "down", with equal energies and a barrier $E_b$ between them. At temperature $T$ the bit leaves its well at the constant rate

$$\Gamma=f_0e^{-\Delta},\qquad \Delta=\frac{E_b}{k_BT},$$

where $f_0=10^9\ \mathrm{s^{-1}}$ is the attempt frequency. The characteristic retention time $\tau$ is the mean time spent in a well before escape. A year is 365.25 days.

**(a)** Show that $\tau=10$ years requires $\Delta$ of about 40.

**(b)** What is the probability that the bit is still correct after a time $\tau$?

**(c)** The bit is a disc of diameter $d=30$ nm and thickness $t_f=1.5$ nm at 300 K. Its magnetization turns as one unit, with energy $E=KV\sin^2\theta$, where $\theta$ is the angle from the disc normal and $V$ the volume. Find the barrier in eV and the anisotropy $K$ that supplies it.

**(d)** The disc has magnetization $M=1000$ kA/m and Gilbert damping $\alpha=0.01$. Derive its escape rate. Is $f_0=10^9\ \mathrm{s^{-1}}$ a fair assumption?

**(e)** How do a 10 mT opposing field and the possibility of reversal by a domain wall affect the answer? The exchange stiffness is $A=15$ pJ/m.

## Hints

1. Treat $e^{-\Delta}$ as the success probability of one attempt. How many attempts are needed on average?
2. In (b), distinguish "never escaped" from "found in the original state": a bit can jump back.
3. In (d), use $x=\cos\theta$. Equal steps in $x$ are equal areas on the sphere of directions. Find the drift from the equation of motion, then choose the diffusion so that the Boltzmann distribution carries no flux.
4. To find a mean passage time, feed one particle per unit time in at the start and remove it at the finish. The mean number present equals the mean time each one spends there.
5. In (e), a sum of squares is at least twice the product: $u^2+w^2\ge2uw$.

## Solution

### (a) The barrier

Let $p=e^{-\Delta}$ be the success probability of an attempt, and $m$ the mean number of attempts needed. One attempt is always made. With probability $1-p$ it fails, and the situation is as at the start:

$$m=1+(1-p)m\quad\Rightarrow\quad pm=1\quad\Rightarrow\quad m=\frac1p=e^{\Delta}.$$

Attempts come at the rate $f_0$, so

$$\tau=\frac{m}{f_0}=\frac{e^{\Delta}}{f_0}=\frac1\Gamma .$$

Multiplying by $f_0$ and taking the logarithm gives

$$\Delta=\ln(f_0\tau).$$

The argument is a pure number, the mean number of attempts. Ten years are $3.156\times10^8$ s, so

$$\Delta=\ln(10^9)+\ln(3.156\times10^8)=20.72+19.57=40.29 .$$

This is the required barrier of about 40 thermal energies. The logarithm makes it insensitive to the inputs: a tenfold change in $f_0$ or $\tau$ moves $\Delta$ by $\ln10=2.30$. The reverse relation is very sensitive. A barrier of 40 instead of 40.29 gives 7.5 years, not ten.

### (b) What "characteristic" means

The probability of no escape in $f_0t$ attempts is

$$S(t)=(1-p)^{f_0t}=e^{f_0t\ln(1-p)}\simeq e^{-f_0tp}=e^{-t/\tau},$$

because $\ln(1-p)\simeq-p$ for small $p$. At $t=\tau$ this is $1/e=0.368$. Thus about 63% of such bits have escaped at least once by then.

Some have jumped back. Let $r(t)$ be the probability that the bit is reversed, with $r(0)=0$. Correct bits enter the reversed state and reversed bits leave it, both at the rate $\Gamma$:

$$\frac{dr}{dt}=\Gamma(1-r)-\Gamma r=\Gamma(1-2r).$$

The quantity $1-2r$ therefore obeys $d(1-2r)/dt=-2\Gamma(1-2r)$ and starts at 1, so

$$r(t)=\frac{1-e^{-2t/\tau}}2,\qquad r(\tau)=0.432 .$$

The bit is correct with probability 0.568, little better than a coin toss. A characteristic time of ten years is not a ten-year guarantee.

### (c) The disc

The energy $KV\sin^2\theta$ is zero at $\theta=0$ and $\pi$ and greatest at $\theta=\pi/2$, so $E_b=KV$. Here $K$ is an effective constant: it includes the shape anisotropy, treated as uniform. At 300 K the thermal energy is 0.02585 eV, and

$$E_b=40.29\times0.02585\ \mathrm{eV}=1.04\ \mathrm{eV}.$$

The volume is $V=\pi(30)^2(1.5)/4=1060\ \mathrm{nm^3}$. Dividing the barrier by it, and converting to engineering units, gives

$$K=\frac{E_b}{V}=157\ \mathrm{kJ/m^3}.$$

At fixed $K$ and thickness the barrier falls as $d^2$, so a smaller bit needs a larger anisotropy.

### (d) The escape rate of this disc

**Drift.** Let $\mathbf m$ be the unit vector along the magnetization and $x=m_z=\cos\theta$. Apart from a constant, $E=-KVx^2$. The effective field is minus the derivative of the energy with respect to the moment $MV\mathbf m$:

$$\mathbf B=\frac{2K}{M}x\,\hat{\mathbf z}=B_kx\,\hat{\mathbf z},\qquad B_k=\frac{2K}{M}=315\ \mathrm{mT}.$$

With $\gamma>0$ the magnitude of the electron's gyromagnetic ratio, the Gilbert equation is

$$\dot{\mathbf m}=-\gamma\,\mathbf m\times\mathbf B+\alpha\,\mathbf m\times\dot{\mathbf m}.$$

Take the cross product of $\mathbf m$ with both sides. Since $\mathbf m$ has fixed length, $\mathbf m\cdot\dot{\mathbf m}=0$ and $\mathbf m\times(\mathbf m\times\dot{\mathbf m})=-\dot{\mathbf m}$. Hence

$$\mathbf m\times\dot{\mathbf m}=-\gamma\,\mathbf m\times(\mathbf m\times\mathbf B)-\alpha\dot{\mathbf m}.$$

Inserting this in the Gilbert equation and collecting $\dot{\mathbf m}$ gives

$$(1+\alpha^2)\dot{\mathbf m}=-\gamma\,\mathbf m\times\mathbf B-\alpha\gamma\,\mathbf m\times(\mathbf m\times\mathbf B).$$

The first term has no $z$ component, because $\mathbf B$ lies along $z$. In the second, $\mathbf m\times(\mathbf m\times\mathbf B)=\mathbf m(\mathbf m\cdot\mathbf B)-\mathbf B$ has the $z$ component $B_kx^3-B_kx$. The drift is therefore

$$v(x)=\dot x=a\,x(1-x^2),\qquad a=\frac{\alpha\gamma B_k}{1+\alpha^2}=5.54\times10^8\ \mathrm{s^{-1}}.$$

It pushes $x$ away from the equator and towards the poles, as damping should.

**Diffusion.** Assume thermal noise with a very short memory. The probability density $P(x)$ then carries the flux $J=vP-D\,dP/dx$. Equal intervals of $x$ are equal areas on the sphere, so the Boltzmann density is $P_0\propto e^{\Delta x^2}$, with $dP_0/dx=2\Delta xP_0$. It must carry no flux:

$$v=2\Delta x\,D\quad\Rightarrow\quad D(x)=\frac{a(1-x^2)}{2\Delta}.$$

Since $v=D\,P_0'/P_0$, the flux for any $P$ can be written

$$J=D\left(\frac{P_0'}{P_0}P-P'\right)=-DP_0\frac{d}{dx}\left(\frac P{P_0}\right).$$

**Passage time.** Feed one particle per unit time in at the pole $x=1$ and remove it at the equator $x=0$. In the steady state $J=-1$ throughout, the minus sign meaning motion towards smaller $x$. With $P(0)=0$, integration gives

$$P(x)=P_0(x)\int_0^x\frac{dy}{D(y)P_0(y)}.$$

The mean number present, $\int_0^1P\,dx$, is the mean passage time $T_{pe}$. The integration region is $0<y<x<1$. Exchanging the order of integration,

$$T_{pe}=\int_0^1dy\,\frac{e^{-\Delta y^2}}{D(y)}\int_y^1dx\,e^{\Delta x^2}.$$

From the equator, by symmetry, half the paths settle in each well. An escape thus needs two arrivals at the equator on average, and $\tau=2T_{pe}$. This neglects the time spent settling, a few times $1/a$, or several nanoseconds here.

**High barrier.** For $\Delta\gg1$ the factor $e^{-\Delta y^2}$ confines $y$ to values near zero, where $1-y^2\simeq1$. The inner integral comes from near $x=1$. Setting $x=1-u$ gives $x^2\simeq1-2u$, so

$$\int_y^1e^{\Delta x^2}dx\simeq e^\Delta\int_0^\infty e^{-2\Delta u}du=\frac{e^\Delta}{2\Delta}.$$

The outer Gaussian integral is $\frac12\sqrt{\pi/\Delta}$. Therefore

$$\tau=2T_{pe}\simeq2\cdot\frac{2\Delta}{a}\cdot\frac12\sqrt{\frac\pi\Delta}\cdot\frac{e^\Delta}{2\Delta}=\frac1a\sqrt{\frac\pi\Delta}\,e^\Delta .$$

Comparison with $\tau=e^\Delta/f_0$ gives

$$f_0=a\sqrt{\frac\Delta\pi}.$$

The exponential law thus follows for this model at high barrier, with a prefactor that varies slowly with $\Delta$. When $\Delta$ is of order one, the dwell time is only a few times $1/a$, comparable with the settling time neglected above, and the formula no longer applies.

**Numbers.** For this disc, $f_0=5.54\times10^8\sqrt{40.29/\pi}=1.99\times10^9\ \mathrm{s^{-1}}$. The assumed value is a factor of two too low, which costs $\ln1.985=0.69$ in $\Delta$. At fixed $a$, ten years would need a barrier of about 41, so the estimate "about 40" survives for a magnetization that turns rigidly as one unit. Non-uniform fluctuations are left out. In this disc the longest-wavelength ones are soft at the top of the barrier (part (e)), and they can raise the prefactor by much more than a factor of two.

At $\Delta=40.29$ the full integral gives $\tau=5.2$ years, a factor 1.026 above the high-barrier formula. The next terms explain this. The mean of $1/(1-y^2)$ adds $1/(2\Delta)$. The neglected $u^2$ in $x^2$ adds $\Delta\langle u^2\rangle=1/(2\Delta)$. Together they give $1+1/\Delta=1.025$.

The integral was also tested against a direct solution of the diffusion equation at $\Delta=12$. The population difference between the wells decays at $2\Gamma$, and half the computed decay rate is $1.092\times10^{-5}a$. The integral gives the same value to these digits.

### (e) An opposing field and a domain wall

**Field.** Let the bit start at $\theta=0$ with a field $B$ against it, and let $h=B/B_k$. The field adds $MVB\cos\theta=2hKV\cos\theta$, because $MB_k=2K$. Thus

$$\frac{E}{KV}=\sin^2\theta+2h\cos\theta,\qquad \frac{1}{KV}\frac{dE}{d\theta}=2\sin\theta(\cos\theta-h).$$

For $0<h<1$ the maximum lies at $\cos\theta=h$, with the value $1-h^2+2h^2=1+h^2$. The starting energy is $2h$. The barrier is the difference:

$$E_b(h)=KV(1-h)^2 .$$

For 10 mT, $h=10/315=0.032$ and $\Delta$ falls to 37.8. With $f_0$ held at $10^9\ \mathrm{s^{-1}}$, the dwell time falls from ten years to 0.81 year. At $h=1$ the barrier vanishes.

**Domain wall.** The disc could instead reverse by a wall sweeping across it. Let $s$ be the distance through the wall. Its energy per area obeys

$$\int\left[A\left(\frac{d\theta}{ds}\right)^2+K\sin^2\theta\right]ds\ \ge\ 2\sqrt{AK}\int_0^\pi\sin\theta\,d\theta=4\sqrt{AK},$$

by hint 5. Equality holds when the two terms are equal, which an isolated wall can satisfy. A straight wall is longest at the centre of the disc, where it costs

$$E_w=4\sqrt{AK}\,d\,t_f=1.73\ \mathrm{eV}.$$

This exceeds 1.04 eV, so turning as one unit is the cheaper of the two paths. At fixed $K$ and thickness, they cost the same when

$$\frac{\pi d^2t_fK}{4}=4\sqrt{AK}\,d\,t_f\quad\Rightarrow\quad d=\frac{16}{\pi}\sqrt{\frac AK}=50\ \mathrm{nm}.$$

Above this diameter $KV$ certainly overstates the barrier. The overstatement begins at a smaller diameter, because a disc with free edges can hold a partial wall, in which the magnetization does not reach the poles at the edges. To find where, put $\theta=\pi/2+\psi$ with $\psi$ small. The energy density is then $K+A|\nabla\psi|^2-K\psi^2$. The longest non-uniform mode of a disc with free edges has wavenumber $k=1.841/(d/2)$, set by the first zero of $J_1'$, and it lowers the energy when $Ak^2<K$, that is when $d>3.68\sqrt{A/K}=36$ nm. The 30 nm disc lies below this size, but not far below. This estimate treats the shape anisotropy as uniform, and the true dipolar coupling shifts the onset. The comparison is rough, because the disc is only about three lengths $\sqrt{A/K}$ across and an isolated wall barely fits. Curved walls and reversal starting at a damaged edge are not covered.

### The model beside a real device

The example has round parameters in the rough regime of the perpendicular free layer of a CoFeB/MgO tunnel junction. They do not describe a measured device, and $K$ was chosen to meet the retention target. The classical treatment is reasonable at 300 K, since the precession quantum $\hbar\gamma B_k$ is 0.0014 of the thermal energy. Real layers depart from the model through stray fields, non-uniform reversal and imperfect anisotropy. A barrier 10% too low, at fixed $f_0$ and 300 K, cuts ten years to 65 days. The barrier therefore has to be known far better than "about 40" if the lifetime itself is to be predicted. Further digits are in the numerical output.

## Variation 1: use at 85 °C

*The same disc is used at 358 K. With $E_b$ and $f_0$ unchanged, what is its characteristic retention, and what barrier would restore ten years?*

At fixed $E_b$, $\Delta$ varies as $1/T$:

$$\Delta=40.29\times\frac{300}{358}=33.8,\qquad \tau=\frac{e^{\Delta}}{f_0}=5.3\ \text{days}.$$

The required $\Delta$ is still 40.29, because $f_0\tau$ has not changed. The required energy grows in proportion to $T$, from 1.04 eV to 1.24 eV. This barrier must be present at the hot temperature. If the effective $K$ of a real layer falls on heating, the barrier $KV$ falls with it and retention is shorter still; that loss is not included here.

## Variation 2: a billion bits

*In an array of $10^9$ identical bits, about one escape is allowed in ten years. What barrier is needed at 300 K?*

The allowed escape probability per bit is $q=10^{-9}$ in the time $t=10$ years. Setting $1-e^{-\Gamma t}=q$ gives $\Gamma t=-\ln(1-q)$. With $\Gamma=f_0e^{-\Delta}$,

$$\Delta=\ln\frac{f_0t}{-\ln(1-q)}\simeq\ln(f_0t)+\ln\frac1q=40.29+20.72\simeq61.0 .$$

The approximation uses $-\ln(1-q)\simeq q$ for small $q$. The barrier is 1.58 eV, half as large again as for one bit's characteristic time. As a check of the general formula, $q=1-1/e$ makes the denominator 1 and returns part (a).

The result holds for identical bits at 300 K with $f_0=10^9\ \mathrm{s^{-1}}$. In a real array the barriers differ, and bits with low barriers escape far more often than the average bit. The mean barrier must then be higher, by an amount that depends on the spread and is not computed here.

## Table of computed values

```
Assumed attempt frequency: 1e+09 1/s
Ten years: 3.156e+08 s
Attempts in ten years: 3.156e+17
ln(f0 x 1 s): 20.72
ln(ten years / 1 s): 19.57
Required Delta: 40.29
Dwell time if Delta is exactly 40: 7.459 years
Shift of Delta per factor ten: 2.303
No-escape probability at mean dwell time: 0.3679
Reversed probability, returns included: 0.4323
Temperature: 300 K
Thermal energy: 0.02585 eV
Required barrier: 1.042 eV
Disc diameter: 30 nm
Disc thickness: 1.5 nm
Disc volume: 1060 nm^3
Magnetization: 1000 kA/m
Gilbert damping: 0.01
Exchange stiffness: 15 pJ/m
Required effective anisotropy: 157.4 kJ/m^3
Anisotropy field: 314.8 mT
Relaxation rate a: 5.543e+08 1/s
Attempt frequency of this layer: 1.985e+09 1/s
Delta shift from own attempt frequency: 0.6856
Dwell time from passage integral: 5.169 years
Integral / high-barrier dwell time: 1.026
Log growth of dwell time per unit Delta: 0.9871
Barrier used in eigenvalue test: 12 kT
Eigenvalue escape rate / a: 1.092e-05
Passage-integral escape rate / a: 1.092e-05
Hot temperature: 358.1 K
Delta when hot, same barrier: 33.75
Dwell time when hot: 5.265 days
Barrier needed when hot: 1.244 eV
Dwell time with barrier 10% lower: 64.97 days
Opposing field: 10 mT
Delta in opposing field: 37.77
Dwell time in opposing field: 0.8052 years
Minimized wall energy / sqrt(AK): 3.999
Domain-wall barrier: 1.726 eV
Diameter where the two barriers match: 49.72 nm
Precession quantum / thermal energy: 0.001411
Allowed escape probability per bit: 1e-09
Delta for that probability: 61.02
Barrier for that probability: 1.577 eV
```
